**Gaussian subsystem density matrix of a Slater determinant**

For a determinant, the density matrix $\rho_A$ of a set $A$ of spin orbitals is Gaussian and is fixed by $\gamma_A$, the $A$ block of $\gamma_{ij}=\langle a_j^\dagger a_i\rangle$. The entropy is $-\sum_p[n_p\ln n_p+(1-n_p)\ln(1-n_p)]$ and the Schmidt rank is $2^r$, where $n_p$ are the eigenvalues of $\gamma_A$ and $r$ counts those strictly between 0 and 1. The program builds full Fock-space vectors of random complex determinants and asserts that their $\rho_A$ agrees with the exponential and product forms, the two-body Wick factorization, and the entropy and rank formulas. It also asserts that transposing the exponent matrix $h$ gives a wrong $\rho_A$ in a complex case. For an H6 chain in RHF/STO-3G, the entropies from $\gamma_A$ and from singular values of the 4096-component vector agree at every cut between atoms, with 1.4178 nat and rank 64 at the centre. One eigenvalue per spin is 1/2 at the central cut, and it moves to 0.4918 when the last atom is displaced by 1 bohr. For 20 random correlated states the formula lies above the exact entropy, and for a correlated pair state it gives twice the exact value.

The molecular numbers use the small basis STO-3G, so they illustrate the point and are not converged values.

## Numerical verification

```python
# Result under test: for a Slater determinant, the density matrix rho_A of a set A
# of spin orbitals is Gaussian and is fixed by gamma_A, the A block of the
# one-particle density matrix gamma_ij = <a_j^dagger a_i>:
#   rho_A = det(1-gamma_A) exp(-sum_ij h_ij a_i^dagger a_j), h = ln(1/gamma_A - 1),
#   entropy = -sum_p [n_p ln n_p + (1-n_p) ln(1-n_p)],  Schmidt rank = 2^r,
# where n_p are the eigenvalues of gamma_A and r counts those with 0 < n_p < 1.
# M: number of spin orbitals, N: number of particles, m: number of orbitals in A
# (always the first m), C: M x N matrix of orthonormal occupied orbitals.
# The reference side is the full many-body vector in the 2^M dimensional Fock space.
import itertools
import numpy as np
import scipy.sparse as sp
from scipy.linalg import expm, eigh
from scipy.special import xlogy
from pyscf import gto

rng = np.random.default_rng(7)


def annihilators(M):
    """Matrices of a_1..a_M; orbital 1 is the most significant bit."""
    lower = sp.csr_matrix([[0.0, 1.0], [0.0, 0.0]])
    sign = sp.csr_matrix([[1.0, 0.0], [0.0, -1.0]])
    string = sp.identity(1, format="csr")
    ops = []
    for i in range(M):
        left = sp.kron(string, lower, format="csr")
        ops.append(sp.kron(left, sp.identity(2 ** (M - i - 1)), format="csr"))
        string = sp.kron(string, sign, format="csr")
    return ops


def determinant_vector(C, ops):
    """Apply the creators of the occupied orbitals to the vacuum."""
    psi = np.zeros(2 ** C.shape[0], dtype=complex)
    psi[0] = 1.0
    for k in reversed(range(C.shape[1])):
        psi = sum(C[i, k] * (ops[i].T @ psi) for i in range(C.shape[0]))
    return psi


def measured_gamma(psi, ops):
    w = np.array([a @ psi for a in ops])
    return w @ w.conj().T


def schmidt_values(psi, m):
    return np.linalg.svd(psi.reshape(2 ** m, -1), compute_uv=False)


def entropy_of_weights(w):
    return -np.sum(xlogy(w, w))


def mode_entropy(n):
    n = np.clip(n, 0.0, 1.0)
    return -(xlogy(n, n) + xlogy(1 - n, 1 - n))


def count_fractional(n):
    return int(np.sum((n > 1e-10) & (n < 1 - 1e-10)))


def random_orbitals(M, N, m, trapped):
    X = rng.normal(size=(M, N)) + 1j * rng.normal(size=(M, N))
    if trapped:
        X[m:, 0] = 0.0      # first orbital lies entirely inside A
    return np.linalg.qr(X)[0]


def one_body(h, ops):
    size = range(len(ops))
    return sum(h[i, j] * (ops[i].T @ ops[j]).toarray() for i in size for j in size)


# Exponential form, including the index convention, for complex orbitals
M, N, m = 8, 3, 3
ops, ops_A = annihilators(M), annihilators(m)
C = random_orbitals(M, N, m, False)
psi = determinant_vector(C, ops)
gamma = measured_gamma(psi, ops)
assert np.allclose(gamma, C @ C.conj().T, atol=1e-12)
block = psi.reshape(2 ** m, -1)
rho = block @ block.conj().T
n, U = np.linalg.eigh(gamma[:m, :m])
h = (U * np.log((1 - n) / n)) @ U.conj().T
prefactor = np.linalg.det(np.eye(m) - gamma[:m, :m])
gauss_error = np.abs(prefactor * expm(-one_body(h, ops_A)) - rho).max()
transpose_error = np.abs(prefactor * expm(-one_body(h.T, ops_A)) - rho).max()
assert gauss_error < 1e-10
assert transpose_error > 1e-3

# Wick factorization of two-body expectation values inside A
dense = [a.toarray() for a in ops_A]
for i, j, k, l in itertools.product(range(m), repeat=4):
    value = np.trace(rho @ dense[i].T @ dense[j].T @ dense[l] @ dense[k])
    wick = gamma[k, i] * gamma[l, j] - gamma[l, i] * gamma[k, j]
    assert abs(value - wick) < 1e-11

# Product form, paired orbitals, entropy and rank, with eigenvalues 0 and 1 present
cases = [(7, 1, 3, False), (7, 2, 4, False), (7, 5, 4, False), (7, 3, 2, False),
         (7, 3, 5, False), (8, 4, 4, False), (7, 3, 4, True)]
for M, N, m, trapped in cases:
    ops, ops_A = annihilators(M), annihilators(m)
    C = random_orbitals(M, N, m, trapped)
    psi = determinant_vector(C, ops)
    gamma = measured_gamma(psi, ops)
    block = psi.reshape(2 ** m, -1)
    rho = block @ block.conj().T
    n, U = np.linalg.eigh(gamma[:m, :m])
    product = np.eye(2 ** m, dtype=complex)
    for p in range(m):
        number = one_body(np.outer(U[:, p], U[:, p].conj()), ops_A)
        product = product @ (n[p] * number + (1 - n[p]) * (np.eye(2 ** m) - number))
    assert np.allclose(product, rho, atol=1e-11)
    s = schmidt_values(psi, m)
    r = count_fractional(n)
    assert np.sum(s > 1e-9) == 2 ** r
    assert np.linalg.matrix_rank(gamma[:m, m:], tol=1e-8) == r
    bound = min(N, M - N, m, M - m)
    assert r <= bound and (trapped or r == bound)
    assert abs(entropy_of_weights(s ** 2) - mode_entropy(n).sum()) < 1e-10
    # rotation of occupied orbitals that makes their A parts mutually orthogonal
    weight_A, W = np.linalg.eigh(C[:m].conj().T @ C[:m])
    rotated = C @ W
    overlap_B = rotated[m:].conj().T @ rotated[m:]
    assert np.allclose(overlap_B, np.diag(1 - weight_A), atol=1e-12)
    phase = np.vdot(psi, determinant_vector(rotated, ops))
    assert abs(phase - np.linalg.det(W)) < 1e-11
    subset_weights = [np.prod(np.where(np.array(bits) == 1, weight_A, 1 - weight_A))
                      for bits in itertools.product([0, 1], repeat=N)]
    size = max(len(s), len(subset_weights))
    lhs, rhs = np.zeros(size), np.zeros(size)
    lhs[:len(s)] = s ** 2
    rhs[:len(subset_weights)] = subset_weights
    assert np.allclose(np.sort(lhs), np.sort(rhs), atol=1e-12)

# Correlated states: the formula is only an upper bound
M, N, m = 6, 3, 3
ops = annihilators(M)
sector = np.array([bin(x).count("1") == N for x in range(2 ** M)])
for trial in range(20):
    psi = sector * (rng.normal(size=2 ** M) + 1j * rng.normal(size=2 ** M))
    psi /= np.linalg.norm(psi)
    exact = entropy_of_weights(schmidt_values(psi, m) ** 2)
    n = np.linalg.eigvalsh(measured_gamma(psi, ops)[:m, :m])
    assert exact < mode_entropy(n).sum() - 1e-6
p_pair = 0.8
psi = np.zeros(16)
psi[0b1100], psi[0b0011] = np.sqrt(p_pair), np.sqrt(1 - p_pair)
pair_exact = entropy_of_weights(schmidt_values(psi, 2) ** 2)
pair_n = np.linalg.eigvalsh(measured_gamma(psi, annihilators(4))[:2, :2])
pair_formula = mode_entropy(pair_n).sum()
assert abs(pair_formula - 2 * pair_exact) < 1e-12


def hydrogen_chain(positions):
    """RHF/STO-3G; returns energy and occupied orbitals in the Loewdin basis."""
    atoms = "; ".join(f"H 0 0 {z}" for z in positions)
    mol = gto.M(atom=atoms, basis="sto-3g", unit="Bohr", verbose=0)
    S = mol.intor("int1e_ovlp")
    core = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    eri = mol.intor("int2e")
    nocc = len(positions) // 2
    D = np.zeros_like(S)
    for cycle in range(500):
        F = (core + np.einsum("ijkl,kl->ij", eri, D)
             - 0.5 * np.einsum("ikjl,kl->ij", eri, D))
        orbitals = eigh(F, S)[1][:, :nocc]
        D_new = 2 * orbitals @ orbitals.T
        change = np.abs(D_new - D).max()
        if change < 1e-11:
            break
        D = D_new if cycle == 0 else 0.5 * (D + D_new)
    assert change < 1e-9
    energy = 0.5 * np.sum(D * (core + F)) + mol.energy_nuc()
    s, V = np.linalg.eigh(S)
    return energy, (V * np.sqrt(s)) @ V.T @ orbitals


spacing, natom = 2.0, 6
positions = spacing * np.arange(natom)
energy, C_space = hydrogen_chain(positions)
# spin orbitals ordered atom by atom, spin up before spin down
C = np.kron(C_space, np.eye(2))
ops = annihilators(2 * natom)
psi = determinant_vector(C, ops)
assert abs(np.linalg.norm(psi) - 1) < 1e-10
gamma = measured_gamma(psi, ops)

print("H6 chain, RHF/STO-3G, Loewdin atomic orbitals")
print(f"spacing = {spacing:.1f} bohr")
print(f"total RHF energy = {energy:.6f} hartree")
print(f"spin orbitals = {C.shape[0]}, electrons = {C.shape[1]}")
print(f"Fock-space dimension = {psi.size}")
print("cut after atom: S from gamma_A (nat), S from SVD (nat), Schmidt rank")
cut_entropy = []
for k in range(1, natom):
    s = schmidt_values(psi, 2 * k)
    n = np.linalg.eigvalsh(gamma[:2 * k, :2 * k])
    S_formula, S_exact = mode_entropy(n).sum(), entropy_of_weights(s ** 2)
    rank = int(np.sum(s > 1e-9))
    assert abs(S_formula - S_exact) < 1e-9
    assert rank == 2 ** count_fractional(n)
    cut_entropy.append(S_exact)
    print(f"  {k}: {S_formula:.6f}, {S_exact:.6f}, {rank}")
assert np.allclose(cut_entropy, cut_entropy[::-1], atol=1e-8)

half = natom // 2
gamma_up = gamma[0:2 * half:2, 0:2 * half:2].real
n_up = np.linalg.eigvalsh(gamma_up)
assert abs(n_up[1] - 0.5) < 1e-8
assert abs(n_up[0] + n_up[2] - 1) < 1e-8
print("central cut, gamma_A for one spin (dimensionless):")
for row in gamma_up:
    print("  " + "  ".join(f"{x:9.6f}" for x in row))
print("mode: n, epsilon = ln((1-n)/n), entropy (nat)")
for p, x in enumerate(n_up):
    eps = np.log((1 - x) / x) + 0.0
    eps = 0.0 if abs(eps) < 1e-7 else eps
    print(f"  {p + 1}: {x:.6f}, {eps:.4f}, {mode_entropy(x):.6f}")
S_half = cut_entropy[half - 1]
print(f"entropy per spin = {mode_entropy(n_up).sum():.6f} nat")
print(f"total entropy = {S_half:.6f} nat = {S_half / np.log(2):.6f} bit")
print(f"share of the two n=1/2 modes = {2 * mode_entropy(n_up[1]):.6f} nat")
weights = np.sort(schmidt_values(psi, 2 * half) ** 2)[::-1]
print("largest Schmidt weights 1-6: " + " ".join(f"{x:.6f}" for x in weights[:6]))
print(f"smallest Schmidt weight = {weights[-1]:.3e}")
for keep in (4, 16):
    print(f"weight lost keeping {keep} states = {weights[keep:].sum():.3e}")

shift = 1.0
moved = positions.copy()
moved[-1] += shift
C_moved = hydrogen_chain(moved)[1]
n_moved = np.linalg.eigvalsh(C_moved[:half] @ C_moved[:half].T)
assert abs(n_moved[1] - 0.5) > 1e-5
print(f"last atom moved by {shift:.1f} bohr: middle n = {n_moved[1]:.6f}")

print(f"correlated pair state, p = {p_pair:.1f}")
print(f"  exact entropy = {pair_exact:.6f} nat")
print(f"  determinant formula = {pair_formula:.6f} nat")
print(f"random determinant: Gaussian form error below 1e-10: {gauss_error < 1e-10}")
print(f"  error with h transposed = {transpose_error:.3f}")
print("verified")
```

Output:

```
H6 chain, RHF/STO-3G, Loewdin atomic orbitals
spacing = 2.0 bohr
total RHF energy = -3.105850 hartree
spin orbitals = 12, electrons = 6
Fock-space dimension = 4096
cut after atom: S from gamma_A (nat), S from SVD (nat), Schmidt rank
  1: 1.385828, 1.385828, 4
  2: 0.762468, 0.762468, 16
  3: 1.417824, 1.417824, 64
  4: 0.762468, 0.762468, 16
  5: 1.385828, 1.385828, 4
central cut, gamma_A for one spin (dimensionless):
   0.510796   0.452545   0.000657
   0.452545   0.490918   0.210015
   0.000657   0.210015   0.498286
mode: n, epsilon = ln((1-n)/n), entropy (nat)
  1: 0.000996, 6.9103, 0.007883
  2: 0.500000, 0.0000, 0.693147
  3: 0.999004, -6.9103, 0.007883
entropy per spin = 0.708912 nat
total entropy = 1.417824 nat = 2.045488 bit
share of the two n=1/2 modes = 1.386294 nat
largest Schmidt weights 1-6: 0.249005 0.249005 0.249005 0.249005 0.000248 0.000248
smallest Schmidt weight = 2.464e-13
weight lost keeping 4 states = 3.980e-03
weight lost keeping 16 states = 9.994e-04
last atom moved by 1.0 bohr: middle n = 0.491763
correlated pair state, p = 0.8
  exact entropy = 0.500402 nat
  determinant formula = 1.000805 nat
random determinant: Gaussian form error below 1e-10: True
  error with h transposed = 0.190
verified
```
